# Spurious off-centre solutions of self-consistent harmonic theory in a double well

## Problem

A classical particle moves in one dimension in the potential

$$V(x)=B\left(\frac{x^2}{a^2}-1\right)^2,\qquad B>0 .$$

The minima lie at $x=\pm a$ and the barrier between them, at $x=0$, has height $B$. The particle is in equilibrium at temperature $T$.

Self-consistent harmonic theory replaces the true probability density by a Gaussian, which is the density of a harmonic oscillator. Its centre $X$ and variance $\sigma^2$ are both chosen to make a variational free energy stationary.

1. Derive the variational free energy and its two stationarity conditions.
2. Find all solutions, and the highest temperature at which one with $X\neq0$ exists.
3. Decide which solutions are local minima, and which minimum is the lowest.
4. Explain in what sense the off-centre solutions are spurious.
5. Evaluate the results for $B=0.060$ eV and $a=0.30$ Å.

Use the reduced quantities $u=x/a$, $m=X/a$, $s=\sigma^2/a^2$ and $t=kT/B$. Free energies $f=F/B$ are in units of $B$.

## Hints

**Hint 1.** For two normalized densities $\rho$ and $p$, the integral of $\rho\ln(\rho/p)$ is never negative. Let $p$ be the Boltzmann density.

**Hint 2.** Write $u=m+\sqrt{s}\,z$, where $z$ is a standard normal variable with $\langle z^2\rangle=1$ and $\langle z^4\rangle=3$.

**Hint 3.** The condition from the centre factorizes. For $m\neq0$, use it to eliminate $m$, and read the other condition as temperature as a function of width, not the reverse.

**Hint 4.** A positive effective spring constant does not settle stability, because the width responds when the centre moves.

**Hint 5.** For part 4, ask what the symmetry $V(-x)=V(x)$ implies for the exact average of $x$.

## Solution

### 1. Free energy and stationarity

The momentum distribution is Maxwellian in both the exact and the trial ensemble, so its contribution is common to both and can be dropped. What remains is the configurational free energy. With $a$ as the unit of length,

$$f_{\rm ex}=-t\ln Z,\qquad Z=\int e^{-v(u)/t}\,du,\qquad v(u)=(u^2-1)^2 .$$

Let $p=e^{-v/t}/Z$. Since $\ln y\le y-1$ for $y>0$,

$$\int\rho\ln\frac{p}{\rho}\,du\le\int(p-\rho)\,du=0 .$$

Inserting $\ln p=-v/t-\ln Z$ and multiplying by $t$ gives $-\langle v\rangle-t\ln Z-t\langle\ln\rho\rangle\le0$, or

$$f_{\rm ex}\le\langle v\rangle+t\langle\ln\rho\rangle .$$

The right-hand side is the variational free energy $f$. For a Gaussian, $-\ln\rho=\tfrac12\ln(2\pi s)+(u-m)^2/(2s)$. The last term averages to $\tfrac12$, so $-\langle\ln\rho\rangle=\tfrac12\ln(2\pi e s)$.

With $u=m+\sqrt s\,z$ the odd moments of $z$ vanish, and

$$\langle u^2\rangle=m^2+s,\qquad \langle u^4\rangle=m^4+6m^2s+3s^2 .$$

Since $v=u^4-2u^2+1$,

$$f(m,s)=m^4+6m^2s+3s^2-2m^2-2s+1-\frac t2\ln(2\pi e s).$$

The derivative with respect to $m$ is $4m^3+12ms-4m$. Setting it to zero gives

$$m\,(m^2+3s-1)=0. \tag{1}$$

The derivative with respect to $s$ is $6m^2+6s-2-t/(2s)$. Setting it to zero and multiplying by $2s$ gives

$$s\,(12m^2+12s-4)=t. \tag{2}$$

Both conditions have a mechanical meaning. Equation (1) says that the mean force $-\langle v'\rangle=-4\langle u^3\rangle+4\langle u\rangle$ vanishes. In equation (2) the bracket is $\langle v''\rangle=12\langle u^2\rangle-4$, so (2) is equipartition, $\kappa s=t$, for an oscillator whose spring constant $\kappa=\langle v''\rangle$ (in units of $B/a^2$) is the curvature averaged over its own motion.

### 2. All solutions

**Centred branch, $m=0$.** Equation (2) becomes $12s^2-4s-t=0$. Its positive root is

$$s_{\rm c}=\frac{1+\sqrt{1+3t}}{6}.$$

This solution exists at every temperature.

**Off-centre branch, $m\ne0$.** Equation (1) gives $m^2=1-3s$, which requires $0<s<\tfrac13$. The bracket in (2) becomes $12-36s+12s-4=8-24s$, so

$$t=8s-24s^2=\frac23-24\left(s-\frac16\right)^2. \tag{3}$$

The square cannot be negative, hence $t\le\tfrac23$. Conversely, for $0<t\le\tfrac23$ equation (3) can be solved. Multiplying it by $\tfrac32$ gives $(6s-1)^2=1-\tfrac32t$. With $r=\sqrt{1-3t/2}$,

$$s=\frac{1\mp r}{6},\qquad m^2=1-3s=\frac{1\pm r}{2}. \tag{4}$$

For $0<t<\tfrac23$ we have $0<r<1$, so both roots satisfy $0<s<\tfrac13$ and both are admissible. Off-centre solutions therefore exist for

$$0<kT\le\frac23B .$$

There are two on each side of the barrier below the limit. They merge at the limit, where $X=\pm a/\sqrt2$ and $\sigma=a/\sqrt6$. The centre does not shrink to zero as the limit is approached from below: the solution disappears while it is still far from the middle.

### 3. Stability and the lowest minimum

The second derivatives of $f$ are

$$f_{mm}=12m^2+12s-4,\qquad f_{ms}=12m,\qquad f_{ss}=6+\frac{t}{2s^2}.$$

For a small displacement $\delta m$, the quadratic form is lowest when the width adjusts by $\delta s=-(f_{ms}/f_{ss})\,\delta m$, provided $f_{ss}>0$, which holds here. The remaining curvature along $m$ is $C=f_{mm}-f_{ms}^2/f_{ss}$, and the solution is a local minimum if $C>0$.

On the centred branch $f_{ms}=0$, so $C=12s_{\rm c}-4=2(\sqrt{1+3t}-1)$. This is positive for all $t>0$. The centred solution is locally stable at every nonzero temperature, however deep the wells are compared with $kT$.

On the off-centre branch $f_{mm}=8(1-3s)$ and $f_{ms}^2=144(1-3s)$. From (3), $t/(2s^2)=4/s-12$, so $f_{ss}=4/s-6=2(2-3s)/s$. Then

$$C=(1-3s)\left[8-\frac{72s}{2-3s}\right]=\frac{16(1-3s)(1-6s)}{2-3s}. \tag{5}$$

The narrower solution, $s<\tfrac16$, is a local minimum. The wider one, $s>\tfrac16$, is a saddle. At the limit $C=0$. The spring constant $\kappa=8-24s$ is positive on both branches, so a real frequency of the auxiliary oscillator does not show that the solution is stable.

To compare the two kinds of minimum, insert the solutions into $f$. For the off-centre one, $(m^2-1)^2=9s^2$ and $6m^2s=6s-18s^2$, so

$$\langle v\rangle_{\rm off}=9s^2+6s-18s^2+3s^2-2s=4s-6s^2,$$

while $\langle v\rangle_{\rm c}=3s_{\rm c}^2-2s_{\rm c}+1$. Each free energy is the corresponding $\langle v\rangle$ minus $\tfrac t2\ln(2\pi e s)$.

At a stationary point, $m$ and $s$ do not contribute to $df/dt$ at first order. Only the explicit $t$ counts, and therefore

$$\frac{d}{dt}(f_{\rm off}-f_{\rm c})=\frac12\ln\frac{s_{\rm c}}{s}>0,$$

because $s_{\rm c}>\tfrac13>s$. The difference grows steadily, so it can vanish at one temperature at most. A numerical root search places the crossing at $t=0.491$. Below it the off-centre minimum is the lowest solution. From there to $t=\tfrac23$ it is metastable within the theory.

### 4. Why the off-centre solutions are spurious

The Boltzmann density is even in $u$ and normalizable, so the exact mean position is zero at every $T>0$. Symmetry alone might seem a weak argument, since a small disturbance could select a side. Add a force term $-hu$ to $v$, therefore, and expand the weight as $e^{-v/t}(1+hu/t)$. To first order in $h$,

$$\langle u\rangle=\frac{h\,\langle u^2\rangle}{t}.$$

This vanishes with $h$: at nonzero temperature an infinitesimal force does not select a well. The exact free energy is also a smooth function of $T$ for $T>0$, because $Z$ is. Neither the crossing at $t=0.491$ nor the loss of solutions at $t=\tfrac23$ corresponds to a transition of the particle.

The fault lies in the trial density. The exact density has two peaks, at $u=\pm1$, at every temperature. At low temperature they are well separated, and a single Gaussian must either sit on one of them or spread across the barrier. At high temperature the dip between them is shallow.

At high temperature the second choice is qualitatively right but too narrow. For $t\gg1$ the branch gives $s_{\rm c}\to\sqrt{t/12}=0.289\sqrt t$. The quartic term then dominates the exact weight, and the substitution $y=u^4/t$ gives $\langle u^2\rangle\to\sqrt t\,\Gamma(\tfrac34)/\Gamma(\tfrac14)=0.338\sqrt t$. The theory's mean square displacement is thus about 15% below the exact one in this limit.

### 5. Numbers

The parameters are round model values. The limit is

$$kT=\tfrac23\times0.060\ \text{eV}=0.040\ \text{eV},\qquad T=464\ \text{K}.$$

There the centre is at $0.30/\sqrt2=0.212$ Å and the width is $0.30/\sqrt6=0.122$ Å. The crossing of the two minima is at $0.491\times0.060=0.0295$ eV, or 342 K. Heating through it moves the lowest solution from $X=0.261$ Å to $X=0$, with a false jump of 0.0245 eV in mean potential energy.

At 400 K, $kT=0.0345$ eV and $t=0.5745$. Then $r=\sqrt{1-0.8618}=0.372$, and the local minimum has $s=(1-0.372)/6=0.105$ and $m^2=(1+0.372)/2=0.686$. This gives $\sigma=0.097$ Å and $X=0.248$ Å. The saddle is at $X=0.168$ Å. Its spring constant is $+1.68$ eV/Å$^2$, but its relaxed curvature is $-0.95$ eV/Å$^2$.

The free energies below, in eV, share the reference length $a$, so only their differences matter. The exact values come from numerical integration of $Z$.

| $T$ (K) | off-centre | centred | exact |
|---|---|---|---|
| 300 | 0.0127 | 0.0159 | −0.0068 |
| 400 | 0.0112 | 0.0073 | −0.0144 |
| 500 | none | −0.0015 | −0.0229 |

Every trial value lies above the exact one, as the inequality demands. The preferred solution changes between 300 and 400 K.

The lower free energy does not bring the better displacement. At 400 K the exact root mean square of $x$ is 0.275 Å. The metastable off-centre solution gives $\sqrt{0.2485^2+0.0971^2}=0.267$ Å, while the preferred centred one gives 0.199 Å, 28% below the exact value.

**Relation to real crystals.** Double wells of this kind are used for soft modes in displacive ferroelectric perovskites. The values of $B$ and $a$ used here are not fitted to any such material. The assumption that fails in a crystal is isolation. Suppose each site also feels its neighbours through an energy $-\tfrac12cBm^2$ per site, as in a mean-field treatment of bilinear coupling with $c>0$. Equation (1) then gives $m^2=1+c/4-3s$, and (2) gives $t=(8+3c)s-24s^2$, whose maximum is $(8+3c)^2/96$. For $c=0.1$ the limit rises from 0.667 to 0.718, by about 8%. In ferroelectrics the coupling drives the order and need not be small. An infinite lattice can also break the symmetry truly, so symmetry alone does not exclude an off-centre solution there. Such a solution is still not by itself evidence of order. If the exact site density replaces the Gaussian in the same mean-field treatment, each site feels a force $h=cm$, and the weak-force response of part 4 gives order only below the temperature where $t=c\,\langle u^2\rangle$. For $c=0.1$ this is $t=0.097$, far below 0.718. Between the two values the off-centre solution is still an artefact of the Gaussian.

## Variation 1: what the off-centre solution describes at low temperature

*Compare the off-centre minimum with the exact results for $t\ll1$.*

Here $r\simeq1-\tfrac34t$, so $s\simeq t/8$, $m^2\simeq1-\tfrac38t$ and $m\simeq1-\tfrac3{16}t$.

Now restrict the exact ensemble to the right-hand well. With $u=1+\delta$, $v=4\delta^2+4\delta^3+\delta^4$. The leading weight $e^{-4\delta^2/t}$ has $\langle\delta^2\rangle_0=t/8$ and $\langle\delta^4\rangle_0=3t^2/64$. The cubic term shifts the mean by

$$\langle\delta\rangle\simeq-\frac4t\langle\delta^4\rangle_0=-\frac{3}{16}t .$$

The centres agree to first order in $t$. The free energies do not. Two wells give $Z\simeq2\sqrt{\pi t/4}$, so $f_{\rm ex}\simeq-t\ln2-\tfrac t2\ln(\pi t/4)$. The trial value is $4s-\tfrac t2\ln(2\pi es)\simeq\tfrac t2-\tfrac t2\ln(\pi et/4)=-\tfrac t2\ln(\pi t/4)$. It is too high by $kT\ln2$, the entropy of the choice between wells. At $t=0.02$ the computed gap is $0.695\,kT$, against $\ln2=0.693$.

The off-centre solution is thus a fair description of a particle confined to one well, and a wrong one of full equilibrium. For the example at 300 K its centre is 0.268 Å, and the exact one-well mean is 0.265 Å. The width agrees less well: 0.0780 Å, against an exact one-well value of 0.0885 Å. The exact one-well mean is still 0.252 Å at 500 K, where the off-centre solution no longer exists.

## Variation 2: a quantum particle

*Find the leading quantum shift of the limit for a particle of mass $M$.*

Use atomic units, $\hbar=1$, and define $q=1/(a\sqrt{MB})$. An oscillator with spring constant $\kappa B/a^2$ has $\omega=q\sqrt\kappa\,B$ and variance

$$s=\frac{q}{2\sqrt\kappa}\coth\frac{q\sqrt\kappa}{2t}.$$

The trial free energy is now $f_{\rm h}(\kappa)+\langle v\rangle-\tfrac12\kappa s$, where the oscillator free energy obeys $df_{\rm h}/d\kappa=s/2$. Its derivative with respect to $\kappa$ is $(\partial\langle v\rangle/\partial s-\kappa/2)\,ds/d\kappa$. Hence $\kappa=2\,\partial\langle v\rangle/\partial s=12m^2+12s-4$, as before. The condition on $m$ is also unchanged, so $\kappa=8-24s$ off centre.

For small $q$, $\coth y\simeq1/y+y/3$ gives $s\simeq t/\kappa+q^2/(12t)$. Multiply by $\kappa$ and use $t\simeq\kappa s$ in the small term:

$$t\simeq8s-24s^2-\frac{q^2}{12s}.$$

To first order in $q^2$, the maximum changes by the value of the new term at the old maximum, $s=\tfrac16$:

$$t_{\max}\simeq\frac23-\frac{q^2}{2}.$$

For $M=50$ u the example has $q=0.124$, and the shift is $-0.0077$. Maximizing $t(s)$ numerically with the full coth gives $t_{\max}=0.659$, or 459 K instead of 464 K.

Diagonalizing the Hamiltonian on a grid gives a tunnelling splitting of the lowest pair of $5.55\times10^{-8}$ eV, negligible beside $kT$. At 464 K the exact quantum $\langle x^2\rangle$ is 0.4% below the classical one. This quantity is dominated by the well position and is insensitive; widths respond more. At 300 K the exact one-well width is 1.8% above its classical value, the off-centre width of the theory rises from 0.0780 to 0.0802 Å, and the crossing of the two minima moves from 342 K to 337 K. For this mass and these temperatures the classical treatment is therefore good to a few percent. The formula for $t_{\max}$ needs $q\sqrt\kappa\ll2t$ at the limit, where $\kappa\simeq4$ and $t\simeq\tfrac23$, that is, $q\ll\tfrac23$. It fails for a light particle. Since $\coth y>1$, an off-centre solution requires $q<2s\sqrt{8-24s}$, and the right-hand side is at most 0.726, reached at $s=\tfrac29$. A particle of 1 u in the same well has $q=0.88$, so it has no off-centre solution at any temperature.
